# The Seto barrier of a partially depleted grain: test program

```python
"""Test of the Seto grain-boundary barrier V_S = e Nt^2 / (8 eps N).

N: ionized donor density; Nt: filled boundary traps per area; L: grain width;
eps: permittivity; V: upward electron band bending divided by e.
The independent side is a periodic Poisson-Boltzmann solution with electron
density n = N exp(-e V / kT) and a sheet of trapped electrons at one node.
No depletion edge is imposed. The finite-temperature result under test is
V_boundary - V_centre = V_S + (kT/e) (n_centre - n_boundary) / N.
"""
import numpy as np
from scipy.constants import e, k as k_B, epsilon_0
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import spsolve

eps_r = 10.0
eps = eps_r * epsilon_0
N = 2e23             # m^-3
Nt = 1.2e16          # m^-2
L = 200e-9           # m
T = 300.0            # K
Nc = 5e24            # effective conduction-band density of states, m^-3
POINTS = 1000


def seto(donors, traps):
    return e * traps**2 / (8 * eps * donors)


def solve_grain(donors, traps, width, temperature):
    """Return node spacing, band bending in volts, and n/N."""
    h = width / POINTS
    thermal = k_B * temperature / e
    strength = e * donors / (eps * thermal)
    laplacian = diags(
        [1.0, 1.0, -2.0, 1.0, 1.0],
        [-(POINTS - 1), -1, 0, 1, POINTS - 1],
        shape=(POINTS, POINTS), format="csc") / h**2
    sheet = np.zeros(POINTS)
    sheet[0] = traps / (donors * h)
    index = np.arange(POINTS)
    distance = np.minimum(index, POINTS - index) * h
    # The parabola is only a starting guess for Newton iteration.
    guess_width = traps / (2 * donors)
    u = strength / 2 * np.maximum(guess_width - distance, 0)**2
    for _ in range(300):
        density = np.exp(-u)
        residual = laplacian @ u - strength * (1 - density - sheet)
        jacobian = (laplacian - diags(strength * density)).tocsc()
        change = spsolve(jacobian, -residual)
        largest = np.max(np.abs(change))
        u = u + change * min(1.0, 2.0 / max(largest, 1e-30))
        if largest < 1e-6:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    return h, u * thermal, np.exp(-u)


def barrier(V):
    return V[0] - V[POINTS // 2]


VT = k_B * T / e
VS = seto(N, Nt)
w = Nt / (2 * N)
field = e * Nt / (2 * eps)
debye = np.sqrt(eps * VT / (e * N))

# Boundary field on both sides, from second-order one-sided derivatives.
h, V, n = solve_grain(N, Nt, L, T)
right = (3 * V[0] - 4 * V[1] + V[2]) / (2 * h)
left = (3 * V[0] - 4 * V[-1] + V[-2]) / (2 * h)
assert abs(right / field - 1) < 2e-3
assert abs(left / field - 1) < 2e-3

# Thermal correction with a wide core and with a narrow core.
Vb = barrier(V)
correction = VT * (n[POINTS // 2] - n[0])
assert abs(Vb - VS - correction) < 2e-3 * VT
L_narrow = 70e-9
_, V_narrow, n_narrow = solve_grain(N, Nt, L_narrow, T)
Vb_narrow = barrier(V_narrow)
correction_narrow = VT * (n_narrow[POINTS // 2] - n_narrow[0])
assert abs(Vb_narrow - VS - correction_narrow) < 2e-3 * VT
assert n_narrow[POINTS // 2] < 0.95

# Zero-temperature limit, with donors kept ionized; tests prefactor and powers.
T_high, T_low = 100.0, 30.0
limits = []
for donors, traps in [(N, Nt), (N, 2 * Nt), (2 * N, Nt)]:
    high = barrier(solve_grain(donors, traps, L, T_high)[1])
    low = barrier(solve_grain(donors, traps, L, T_low)[1])
    limit = low - T_low * (high - low) / (T_high - T_low)
    assert abs(limit / seto(donors, traps) - 1) < 1e-3
    limits.append((donors, traps, high, low, limit))

# Parabolic profile: compare the numerical drop at half the depletion width.
h_cold, V_cold, _ = solve_grain(N, Nt, L, T_low)
node = int(round(w / 2 / h_cold))
x_half = node * h_cold
drop_numeric = V_cold[0] - V_cold[node]
drop_formula = e * N / (2 * eps) * (w**2 - (w - x_half)**2)
assert abs(drop_numeric / drop_formula - 1) < 2e-3

# Ceiling of the barrier as the grain approaches full depletion.
L_cap = 60e-9
fill_cap = 0.999
_, V_cap, _ = solve_grain(N, fill_cap * N * L_cap, L_cap, T)
ceiling = e * N * L_cap**2 / (8 * eps)
Vb_cap = barrier(V_cap)
assert abs(Vb_cap / ceiling - 1) < 5e-3


def trap_filling(depth):
    """Filled fraction for Nt available traps at depth eV below band edge."""
    def mismatch(fraction):
        bending = solve_grain(N, fraction * Nt, L, T)[1][0]
        edge = VT * np.log(Nc / N) + bending
        return 1 / (1 + np.exp((edge - depth) / VT)) - fraction
    fraction = brentq(mismatch, 0.01, 1.0, xtol=1e-8)
    return fraction, barrier(solve_grain(N, fraction * Nt, L, T)[1])


deep, shallow = 0.5, 0.2
fill_deep, Vb_deep = trap_filling(deep)
fill_shallow, Vb_shallow = trap_filling(shallow)
assert fill_deep > 0.999
assert fill_shallow < 0.9
assert abs(Vb_deep - Vb) < 1e-3 * Vb
assert Vb_shallow < 0.9 * Vb

print(f"Relative permittivity: {eps_r:.1f}")
print(f"Donor density N: {N * 1e-6:.3e} cm^-3")
print(f"Filled trap density Nt: {Nt * 1e-4:.3e} cm^-2")
print(f"Grain width L: {L * 1e9:.1f} nm")
print(f"Temperature: {T:.1f} K")
print(f"Band density of states Nc: {Nc * 1e-6:.3e} cm^-3")
print(f"Thermal voltage kT/e: {VT:.5f} V")
print(f"Debye length: {debye * 1e9:.3f} nm")
print(f"Depletion width per side w: {w * 1e9:.2f} nm")
print(f"Undepleted core L-2w: {(L - 2 * w) * 1e9:.2f} nm")
print(f"Largest Nt for partial depletion: {N * L * 1e-4:.3e} cm^-2")
print(f"Boundary field, formula: {field:.4e} V/m")
print(f"Boundary field, numerical right: {right:.4e} V/m")
print(f"Boundary field, numerical left: {left:.4e} V/m")
print(f"Seto barrier: {VS:.5f} V")
print(f"Seto barrier energy: {VS * e:.4e} J")
print(f"Numerical barrier, wide grain: {Vb:.5f} V")
print(f"Thermal correction, wide grain: {correction:.5f} V")
print(f"Seto plus correction, wide grain: {VS + correction:.5f} V")
print(f"Boundary n/N from Seto barrier: {np.exp(-VS / VT):.4e}")
print(f"Boundary n/N, numerical: {n[0]:.4e}")
print(f"Narrow grain width: {L_narrow * 1e9:.1f} nm")
print(f"Narrow grain centre n/N: {n_narrow[POINTS // 2]:.4f}")
print(f"Numerical barrier, narrow grain: {Vb_narrow:.5f} V")
print(f"Seto plus correction, narrow: {VS + correction_narrow:.5f} V")
for donors, traps, high, low, limit in limits:
    print(f"Case N={donors * 1e-6:.1e} cm^-3, Nt={traps * 1e-4:.1e} cm^-2:")
    print(f"  barrier at {T_high:.0f} K: {high:.5f} V")
    print(f"  barrier at {T_low:.0f} K: {low:.5f} V")
    print(f"  extrapolated to 0 K: {limit:.5f} V")
    print(f"  Seto formula: {seto(donors, traps):.5f} V")
print(f"Profile test distance: {x_half * 1e9:.2f} nm")
print(f"Potential drop there, numerical: {drop_numeric:.5f} V")
print(f"Potential drop there, parabola: {drop_formula:.5f} V")
print(f"Ceiling test: L={L_cap * 1e9:.1f} nm, Nt/(N L)={fill_cap:.3f}")
print(f"Barrier ceiling, formula: {ceiling:.5f} V")
print(f"Barrier near full depletion, numerical: {Vb_cap:.5f} V")
print(f"Trap depth {deep:.1f} eV: filled fraction {fill_deep:.5f}")
print(f"Trap depth {deep:.1f} eV: barrier {Vb_deep:.5f} V")
print(f"Trap depth {shallow:.1f} eV: filled fraction {fill_shallow:.5f}")
print(f"Trap depth {shallow:.1f} eV: barrier {Vb_shallow:.5f} V")
print("all good")
```

Output:

```
Relative permittivity: 10.0
Donor density N: 2.000e+17 cm^-3
Filled trap density Nt: 1.200e+12 cm^-2
Grain width L: 200.0 nm
Temperature: 300.0 K
Band density of states Nc: 5.000e+18 cm^-3
Thermal voltage kT/e: 0.02585 V
Debye length: 8.452 nm
Depletion width per side w: 30.00 nm
Undepleted core L-2w: 140.00 nm
Largest Nt for partial depletion: 4.000e+12 cm^-2
Boundary field, formula: 1.0857e+07 V/m
Boundary field, numerical right: 1.0857e+07 V/m
Boundary field, numerical left: 1.0857e+07 V/m
Seto barrier: 0.16286 V
Seto barrier energy: 2.6092e-20 J
Numerical barrier, wide grain: 0.18868 V
Thermal correction, wide grain: 0.02583 V
Seto plus correction, wide grain: 0.18868 V
Boundary n/N from Seto barrier: 1.8371e-03
Boundary n/N, numerical: 6.7631e-04
Narrow grain width: 70.0 nm
Narrow grain centre n/N: 0.3876
Numerical barrier, narrow grain: 0.17286 V
Seto plus correction, narrow: 0.17286 V
Case N=2.0e+17 cm^-3, Nt=1.2e+12 cm^-2:
  barrier at 100 K: 0.17147 V
  barrier at 30 K: 0.16544 V
  extrapolated to 0 K: 0.16286 V
  Seto formula: 0.16286 V
Case N=2.0e+17 cm^-3, Nt=2.4e+12 cm^-2:
  barrier at 100 K: 0.66004 V
  barrier at 30 K: 0.65401 V
  extrapolated to 0 K: 0.65143 V
  Seto formula: 0.65142 V
Case N=4.0e+17 cm^-3, Nt=1.2e+12 cm^-2:
  barrier at 100 K: 0.09004 V
  barrier at 30 K: 0.08401 V
  extrapolated to 0 K: 0.08143 V
  Seto formula: 0.08143 V
Profile test distance: 15.00 nm
Potential drop there, numerical: 0.12214 V
Potential drop there, parabola: 0.12214 V
Ceiling test: L=60.0 nm, Nt/(N L)=0.999
Barrier ceiling, formula: 0.16286 V
Barrier near full depletion, numerical: 0.16260 V
Trap depth 0.5 eV: filled fraction 0.99985
Trap depth 0.5 eV: barrier 0.18863 V
Trap depth 0.2 eV: filled fraction 0.67028
Trap depth 0.2 eV: barrier 0.09844 V
all good
```
